# Why a Strongly Excited Metal Takes Longer to Cool Its Electrons: a program that tests the result

```python
# RESULT UNDER TEST: with electronic heat capacity gamma*Te and constant coupling G,
# the 1/e relaxation time of a metal's excess electron temperature grows with excitation:
#   t = 2 Cl/(G (Tf+Tb)) * (Tf + Tb ln((T0+Tb)/(T1+Tb))),  T1 = Tf + (T0-Tf)/e
# Te, Tl: electron and lattice temperature; Ti: start; T0: Te just after the pulse;
# Tf: common final temperature; Tb = Tf + 2 Cl/gamma; Cl: lattice heat capacity.
# The coupling follows from the golden rule with phonon spectrum a2F = lam*(Om/OmD)^2.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import expit

kB, hbar, qe = sc.k, sc.hbar, sc.e
kev = kB / qe

# Rough typical values for a thin gold film
gamma = 70.0          # J/(m^3 K^2)
G = 2.5e16            # W/(m^3 K)
Cl = 2.5e6            # J/(m^3 K)
Ti = 300.0            # K
d = 20e-9             # m
debye = 170.0         # K
n_at = 5.9e28         # atoms (and free electrons) per m^3
h_int = 1e8           # film-substrate conductance, W/(m^2 K)
d_top, d_bottom = 2.0, 7.0   # d-band edges below the Fermi level, eV
pulse = 0.1           # pulse full width at half maximum, ps
fluences = [0.01, 0.05, 0.1, 0.2]   # absorbed, mJ/cm^2

g = 3 * gamma / (np.pi**2 * kB**2)          # states/(J m^3), both spins
OmD = kB * debye / hbar
lam = G / (np.pi * hbar * kB * g) / (OmD**2 / 2)

# ---------- electronic heat capacity from Fermi functions ----------
step = 0.002
E = np.arange(-8 + step / 2, 8, step)       # eV from the Fermi level
g_ev = g * qe / n_at                        # states/(eV atom)


def chem_pot(dos, T):
    number = np.sum(dos * (E < 0))
    return brentq(lambda m: np.sum(dos * expit(-(E - m) / (kev * T))) - number,
                  -3, 3, xtol=1e-13)


def heat_cap(dos, T, dT=5.0):
    def energy(temp):
        m = chem_pot(dos, temp)
        return np.sum(dos * E * expit(-(E - m) / (kev * temp))) * step
    return (energy(T + dT) - energy(T - dT)) / (2 * dT)


def linear_cap(T):
    return np.pi**2 / 3 * kev**2 * g_ev * T


EF = hbar**2 * (3 * np.pi**2 * n_at)**(2 / 3) / (2 * sc.m_e) / qe
free_dos = g_ev * np.sqrt(np.clip((E + EF) / EF, 0, None))
for T in (300.0, 1000.0, 1700.0):
    assert abs(heat_cap(free_dos, T) / linear_cap(T) - 1) < 0.01

# ---------- golden-rule heat flow ----------
xg, wg = np.polynomial.legendre.leggauss(40)
Om = OmD * (xg + 1) / 2
wOm = wg * OmD / 2
a2F = lam * (Om / OmD)**2


def bose(T):
    return 1 / np.expm1(hbar * Om / (kB * T))


def power(Te, Tl):
    return 2 * np.pi * g * np.sum(wOm * a2F * (hbar * Om)**2 * (bose(Te) - bose(Tl)))


def power_brute(Te, Tl):
    # explicit sum over electron energies of emission minus absorption
    eps = np.arange(-40 * Te, 40 * Te, Te / 60)      # in kelvin
    total = 0.0
    for om, w, a, N in zip(Om, wOm, a2F, bose(Tl)):
        low = eps - hbar * om / kB
        emit = expit(-eps / Te) * expit(low / Te) * (N + 1)
        absorb = expit(-low / Te) * expit(eps / Te) * N
        total += w * a * hbar * om * np.sum(emit - absorb) * (Te / 60) * kB
    return 2 * np.pi * g * total


for Te, Tl in ((500.0, 300.0), (1700.0, 300.0), (40.0, 20.0)):
    assert abs(power_brute(Te, Tl) / power(Te, Tl) - 1) < 1e-6
for Te in (500.0, 1700.0):
    assert abs(power_brute(Te, Ti) / (G * (Te - Ti)) - 1) < 0.03


# ---------- coupled cooling equations, time in ps ----------
def cool(T0, cap_exp=1, coup_exp=0):
    def rhs(t, y):
        flow = G * (y[0] / Ti)**coup_exp * (y[0] - y[1]) * 1e-12
        return [-flow / (gamma * Ti * (y[0] / Ti)**cap_exp), flow / Cl]
    s = solve_ivp(rhs, (0, 60), [T0, Ti], method="DOP853",
                  rtol=1e-11, atol=1e-10, dense_output=True)
    Tf = s.y[0, -1]
    t = brentq(lambda x: s.sol(x)[0] - Tf - (T0 - Tf) / np.e, 0, 30)
    return t, Tf, s.sol


def closed_form(T0):
    K = 2 * Cl / gamma
    Tf = -K / 2 + np.sqrt(K**2 / 4 + T0**2 + K * Ti)
    Tb = Tf + K
    T1 = Tf + (T0 - Tf) / np.e
    t = 2 * Cl / (G * (Tf + Tb)) * (Tf + Tb * np.log((T0 + Tb) / (T1 + Tb)))
    return t * 1e12, Tf


def pulse_peak(U):
    sig = pulse / np.sqrt(8 * np.log(2))

    def rhs(t, y):
        flow = G * (y[0] - y[1]) * 1e-12
        src = U * np.exp(-(t - 0.3)**2 / (2 * sig**2)) / (sig * np.sqrt(2 * np.pi))
        return [(src - flow) / (gamma * y[0]), flow / Cl]
    s = solve_ivp(rhs, (0, 1.5), [Ti, Ti], rtol=1e-8, atol=1e-8, max_step=0.005)
    return s.y[0].max()


rows = []
for F in fluences:
    U = F * 10 / d
    # T0 by accumulating the heat content numerically
    T0 = brentq(lambda T: quad(lambda x: gamma * x, Ti, T)[0] - U, Ti, 2e4)
    assert abs(T0 / np.sqrt(Ti**2 + 2 * U / gamma) - 1) < 1e-8
    t, Tf, sol = cool(T0)
    tc, Tfc = closed_form(T0)
    assert abs(t / tc - 1) < 1e-5 and abs(Tf / Tfc - 1) < 1e-7
    dt = 1e-4
    Ta = sol(dt)[0]
    speed = (T0 - Ta) / dt
    frac = (T0**2 - Ta**2) / (T0**2 - Ti**2) / dt
    assert abs(speed / (G / gamma * (1 - Ti / T0) * 1e-12) - 1) < 2e-3
    assert abs(frac / (2 * G / (gamma * (T0 + Ti)) * 1e-12) - 1) < 2e-3
    tail = 1 / np.log((sol(10)[0] - Tfc) / (sol(11)[0] - Tfc))
    assert abs(tail * 1e-12 * G * (1 / (gamma * Tfc) + 1 / Cl) - 1) < 0.01
    held = gamma / G * ((1 - 1 / np.e) * (T0 - Ti) + Ti) * 1e12
    rows.append(dict(F=F, U=U, T0=T0, Tf=Tf, t=t, held=held, speed=speed,
                     frac=frac, tail=tail, flow=G * (T0 - Ti)))
for a, b in zip(rows, rows[1:]):
    assert b["t"] > a["t"] and b["speed"] > a["speed"] and b["frac"] < a["frac"]
weak, strong = rows[0], rows[-1]
exponent = np.log(rows[3]["t"] / rows[2]["t"]) / np.log(fluences[3] / fluences[2])
assert 0.3 < exponent < 0.5


# ---------- monotonic rise, also for extreme lattice heating (gamma=G=Ti=1) ----------
def scaled_time(T0, C):
    def lattice(T):
        return 1 + (T0**2 - T**2) / (2 * C)
    Tf = brentq(lambda T: T - lattice(T), 1, T0, xtol=1e-13)
    return quad(lambda T: T / (T - lattice(T)), Tf + (T0 - Tf) / np.e, T0,
                epsabs=1e-12, epsrel=1e-10)[0]


for C in (0.05, 1.0, 5.0, 500.0):
    times = [scaled_time(T0, C) for T0 in np.geomspace(1.05, 50, 14)]
    assert np.all(np.diff(times) > 0)

# ---------- which ingredient causes the slowing ----------
ratio = {}
for ce, ge in ((1, 0), (0, 0), (1, 1)):
    ratio[ce, ge] = cool(strong["T0"], ce, ge)[0] / cool(weak["T0"], ce, ge)[0]
assert ratio[1, 0] > 2
assert abs(ratio[0, 0] - 1) < 1e-4
assert abs(ratio[1, 1] - 1) < 0.1


# ---------- lattice held fixed, full phonon spectrum: warm and cold ----------
def held_time(T0, Tl):
    return quad(lambda T: gamma * T / power(T, Tl), Tl + (T0 - Tl) / np.e, T0)[0] * 1e12


for r in (weak, strong):
    assert abs(held_time(r["T0"], Ti) / r["held"] - 1) < 0.03
cold10, cold20 = held_time(10.0, 5.0), held_time(20.0, 5.0)
assert cold20 < cold10
cold_exp = np.log(power(10.0, 0.5) / power(5.0, 0.5)) / np.log(2)
assert abs(cold_exp - 5) < 0.05

# ---------- sizes of neglected effects ----------
d_dos = g_ev + 10 / (d_bottom - d_top) * ((E < -d_top) & (E > -d_bottom))


def d_band(T):
    m = chem_pot(d_dos, T)
    f = expit(-(E - m) / (kev * T))
    coupling = np.sum((d_dos / g_ev)**2 * f * (1 - f)) * step / (kev * T)
    return heat_cap(d_dos, T) / linear_cap(T), coupling


d_strong, d_hot = d_band(strong["T0"]), d_band(5000.0)
assert abs(d_strong[0] - 1) < 0.01 and abs(d_strong[1] - 1) < 0.01
w_pl = np.sqrt(n_at * qe**2 / (sc.epsilon_0 * sc.m_e))


def ee_time(T):      # Quinn-Ferrell, at the Fermi level of a warm electron gas, ps
    return 128 / (np.sqrt(3) * np.pi**2 * w_pl) * (EF / (np.pi * kev * T))**2 * 1e12


v_F = np.sqrt(2 * EF * qe / sc.m_e)
substrate = Cl * d / h_int * 1e12
radiation = 2 * sc.sigma * strong["T0"]**4 / (strong["flow"] * d)
assert substrate > 20 * strong["t"] and radiation < 1e-3

print("INPUTS (rough typical values for a gold film)")
print(f"gamma = {gamma:.0f} J/(m^3 K^2); G = {G:.2e} W/(m^3 K)")
print(f"Cl = {Cl:.2e} J/(m^3 K); start Ti = {Ti:.0f} K; thickness = {d*1e9:.0f} nm")
print(f"Debye temperature = {debye:.0f} K; atom density = {n_at*1e-27:.0f} per nm^3")
print(f"d band from {d_top:.0f} to {d_bottom:.0f} eV below the Fermi level")
print(f"substrate conductance = {h_int:.1e} W/(m^2 K); pulse = {pulse*1e3:.0f} fs")
print("DERIVED")
print(f"density of states = {g_ev:.3f} states/(eV atom); implied lambda = {lam:.3f}")
print(f"limiting cooling speed G/gamma = {G/gamma*1e-12:.1f} K/ps")
print(f"weak-pulse time gamma*Ti/G = {gamma*Ti/G*1e12:.3f} ps")
print("F mJ/cm^2 | U J/cm^3 | T0 K | Tf K | 1/e time ps | same, lattice held ps")
for r in rows:
    print(f"{r['F']:.2f} | {r['U']*1e-6:.1f} | {r['T0']:.1f} | {r['Tf']:.1f} | "
          f"{r['t']:.3f} | {r['held']:.3f}")
print("F mJ/cm^2 | start speed K/ps | energy loss 1/ps | flow W/m^3 | tail ps")
for r in rows:
    print(f"{r['F']:.2f} | {r['speed']:.1f} | {r['frac']:.3f} | "
          f"{r['flow']:.3e} | {r['tail']:.3f}")
print(f"local exponent of time in fluence, 0.1 to 0.2 mJ/cm^2 = {exponent:.3f}")
print("RATIO OF 1/e TIMES, strongest to weakest T0")
print(f"Ce ~ Te, G constant: {ratio[1, 0]:.3f}")
print(f"Ce constant, G constant: {ratio[0, 0]:.3f}")
print(f"Ce ~ Te, G ~ Te: {ratio[1, 1]:.3f}")
print("COLD METAL, lattice held at 5 K")
print(f"1/e time from 10 K = {cold10:.1f} ps; from 20 K = {cold20:.1f} ps")
print(f"exponent of heat flow in Te, 5 to 10 K = {cold_exp:.3f}")
print("NEGLECTED EFFECTS")
for name, r in (("weakest", weak), ("strongest", strong)):
    T0 = r["T0"]
    peak = (pulse_peak(r["U"]) - Ti) / (T0 - Ti)
    print(f"{name}: golden-rule flow / G(T0-Ti) = {power(T0, Ti)/(G*(T0-Ti)):.4f}")
    print(f"{name}: electron-electron time at T0 = {ee_time(T0):.3f} ps")
    print(f"{name}: peak excess with finite pulse / instant = {peak:.3f}")
print(f"d band at strongest T0: Ce ratio {d_strong[0]:.4f}, G ratio {d_strong[1]:.4f}")
print(f"d band at 5000 K: Ce ratio {d_hot[0]:.2f}, G ratio {d_hot[1]:.2f}")
print(f"free-electron Fermi energy = {EF:.2f} eV; film crossing = {d/v_F*1e15:.1f} fs")
print(f"heat loss time to substrate = {substrate:.0f} ps")
print(f"black-body loss, two faces / electron-lattice flow = {radiation:.1e}")
print("no test failed")
```

Output:

```
INPUTS (rough typical values for a gold film)
gamma = 70 J/(m^3 K^2); G = 2.50e+16 W/(m^3 K)
Cl = 2.50e+06 J/(m^3 K); start Ti = 300 K; thickness = 20 nm
Debye temperature = 170 K; atom density = 59 per nm^3
d band from 2 to 7 eV below the Fermi level
substrate conductance = 1.0e+08 W/(m^2 K); pulse = 100 fs
DERIVED
density of states = 0.303 states/(eV atom); implied lambda = 0.198
limiting cooling speed G/gamma = 357.1 K/ps
weak-pulse time gamma*Ti/G = 0.840 ps
F mJ/cm^2 | U J/cm^3 | T0 K | Tf K | 1/e time ps | same, lattice held ps
0.01 | 5.0 | 482.6 | 302.0 | 1.154 | 1.163
0.05 | 25.0 | 896.8 | 309.9 | 1.880 | 1.896
0.10 | 50.0 | 1232.3 | 319.8 | 2.467 | 2.490
0.20 | 100.0 | 1716.7 | 339.6 | 3.314 | 3.348
F mJ/cm^2 | start speed K/ps | energy loss 1/ps | flow W/m^3 | tail ps
0.01 | 135.1 | 0.913 | 4.564e+18 | 0.838
0.05 | 237.7 | 0.597 | 1.492e+19 | 0.860
0.10 | 270.2 | 0.466 | 2.331e+19 | 0.888
0.20 | 294.7 | 0.354 | 3.542e+19 | 0.945
local exponent of time in fluence, 0.1 to 0.2 mJ/cm^2 = 0.426
RATIO OF 1/e TIMES, strongest to weakest T0
Ce ~ Te, G constant: 2.873
Ce constant, G constant: 1.000
Ce ~ Te, G ~ Te: 0.989
COLD METAL, lattice held at 5 K
1/e time from 10 K = 18.8 ps; from 20 K = 5.9 ps
exponent of heat flow in Te, 5 to 10 K = 5.000
NEGLECTED EFFECTS
weakest: golden-rule flow / G(T0-Ti) = 0.9890
weakest: electron-electron time at T0 = 0.978 ps
weakest: peak excess with finite pulse / instant = 0.917
strongest: golden-rule flow / G(T0-Ti) = 0.9969
strongest: electron-electron time at T0 = 0.077 ps
strongest: peak excess with finite pulse / instant = 0.971
d band at strongest T0: Ce ratio 1.0006, G ratio 1.0001
d band at 5000 K: Ce ratio 1.57, G ratio 1.51
free-electron Fermi energy = 5.53 eV; film crossing = 14.3 fs
heat loss time to substrate = 500 ps
black-body loss, two faces / electron-lattice flow = 1.4e-06
no test failed
```
